Why cavitation in ink-bottle pores creates a false neck-size peak

Suppose that a calculation of moisture or precursor transport through a porous low-k film needs a neck radius, and that the desorption branch of a porosimetry run offers a sharp peak. Before that radius is entered, it must be decided whether the necks controlled the desorption at all. If the liquid behind them emptied by cavitation, the peak gives the size of a critical vapour bubble. The necks may be much narrower, and their size distribution has left almost no trace in the data.

**The model and its pressure scale**

An ink-bottle pore is a cavity that meets the outside vapour through a narrower neck. Let the cavity be a sphere of radius R_c and the neck a cylinder of radius r and length h. All radii are core radii: they leave out the adsorbed film on the walls. The liquid wets the walls completely, is incompressible with molecular volume v, and has the surface tension γ of a flat surface. The vapour is ideal, with relative pressure x = p/p₀, where p₀ is the saturation pressure.

The liquid in the cavity exchanges molecules with the vapour, so their chemical potentials are equal. Measured from saturation, the vapour has kT ln x, where k is the Boltzmann constant, and the liquid at pressure P_l has v(P_l − p₀). Hence

P_l = p₀ + (kT/v) ln x.

A bubble inside the liquid holds vapour at the same chemical potential, and therefore at pressure p = x p₀. The pressure difference that tries to expand it is

ΔP = p − P_l = −(kT/v) ln x − p₀(1 − x).

For toluene near room temperature, with p₀ about 3.8 kPa, the last term is below 0.01% of ΔP at the cavitation pressure found below. It is dropped:

ΔP = −(kT/v) ln x.

Since ln x is negative, ΔP is positive and grows as the vapour pressure is lowered.

**What Kelvin inversion assumes**

Let a meniscus recede by dz along the neck. Vapour replaces a liquid volume πr² dz, which lowers the grand potential by ΔP πr² dz. The film left on the wall gains a vapour surface 2πr dz, which costs γ 2πr dz. The meniscus runs freely when the gain exceeds the cost:

ΔP πr² > 2πrγ, or ΔP > 2γ/r.

Taking the emptying pressure as the point of equality gives the Kelvin radius

r_K = 2γ/ΔP = −2γv/(kT ln x).

This conversion can be applied to any measured x. It yields a neck radius if a receding meniscus in the neck caused the emptying.

**What the same formula returns after cavitation**

A bubble of radius R inside the cavity changes the grand potential by its surface cost minus its volume gain:

Ω(R) = 4πγR² − (4/3)πR³ΔP.

Setting the derivative to zero locates the maximum:

8πγR − 4πR²ΔP = 0, so R* = 2γ/ΔP.

Smaller bubbles shrink and larger ones grow. Substituting ΔP = 2γ/R* gives the barrier

W = 4πγR*² − (8/3)πγR*² = (4/3)πγR*².

The critical radius 2γ/ΔP is the expression that Kelvin inversion evaluates. In this model, therefore, the Kelvin radius of a cavitation event is the radius of the critical bubble.

The value of R* follows from the waiting time. Let the cavity hold N molecules, each offering ν nucleation attempts per second. The emptying rate is Nν exp(−W/kT), and the probability of staying full for a dwell time τ is exp[−Nντ exp(−W/kT)]. Half of the cavities have emptied when

Nντ exp(−W/kT) = ln 2.

Taking logarithms,

W/kT = L, with L = ln(Nντ/ln 2).

With W = (4/3)πγR*² this becomes

r_app = R* = √[3kTL/(4πγ)].

The neck radius is absent. The cavity size, the dwell time and the attempt rate enter through a logarithm, so they act weakly. A small relative change in r_app is half that in L, and therefore

δr_app/r_app ≈ δ(ln Nντ)/(2L).

This explains why the false peak is narrow as well as misplaced: cavities of quite different volumes cavitate at nearly the same pressure. The width that remains comes mainly from the random timing of nucleation, which spreads r_app by about πR*/(2√6 L) even for identical cavities.

**When the neck holds long enough**

A first criterion is r < R*, because a meniscus in such a neck cannot recede freely at the cavitation pressure. It can still be driven through by a thermal fluctuation, and in a short neck this may happen first. The barrier for that route sets a least neck length.

Take the neck to have sharp rims. Before emptying, the meniscus rests at the outer rim as a spherical cap of radius of curvature R*, smaller than a hemisphere. To enter the neck it must first bulge to a hemisphere. It then moves along the length h and swells from the inner rim into the cavity. The barrier top is reached when it has become the large cap of a sphere of radius R*.

Call the energies of the small and large caps E_s and E_l, each being γ times the curved area minus ΔP times the volume. Together the two caps make a full sphere, so E_s + E_l = W. Adding the wall surface and volume of the neck gives

W_neck = E_l − E_s + 2πγrh − πr²hΔP
= W − 2E_s + 2πγrh(1 − r/R*),

where ΔP = 2γ/R* was used in the last term.

With c = √(1 − r²/R*²), the small cap has height R*(1 − c), area 2πR*²(1 − c) and volume πR*³(1 − c)²(2 + c)/3. Thus

E_s = 2πγR*²(1 − c)[1 − (1 − c)(2 + c)/3].

Because (1 − c)(2 + c) = 2 − c − c², the square bracket equals (1 + c + c²)/3. Multiplication by (1 − c) gives

E_s = (2/3)πγR*²(1 − c³).

Since W = (4/3)πγR*², the cap terms combine to W − 2E_s = (4/3)πγR*²c³, and

W_neck = (4/3)πγR*²c³ + 2πγrh(1 − r/R*).

At r = R* both terms vanish, which recovers the Kelvin condition. For a narrower neck, cavitation has the lower barrier if W_neck > W, that is, if the neck term exceeds 2E_s:

2πγrh(1 − r/R*) > (4/3)πγR*²(1 − c³),

h > 2R*²(1 − c³)/[3r(1 − r/R*)].

For r much smaller than R*, 1 − c³ ≈ 3r²/(2R*²), and the condition becomes h > r. As r approaches R*, the required length diverges. For cavitation to win, a neck of finite length must therefore be narrower than R* by a margin, and that margin is larger for shorter necks. The criterion compares barriers and assumes similar attempt rates for the two routes.

**When the cavity is large enough**

A bubble that passes the barrier must also lead to a more favourable empty state. For a bubble filling the whole core,

Ω(R_c) = 4πγR_c² − (4/3)πR_c³(2γ/R*)
= 4πγR_c²[1 − 2R_c/(3R*)].

This is negative if R_c > 3R*/2, where R* and L are to be evaluated with that cavity's own N. A smaller cavity stays full at the pressure calculated above. If its neck continues to hold, it can empty once the pressure has fallen far enough for 2γ/ΔP to reach 2R_c/3. The barrier is then below LkT, so nucleation is no longer the slow step. The Kelvin radius is now about two thirds of the cavity radius: still not a neck size, but no longer fixed by the lifetime of the stretched liquid.

**A toluene example**

Take toluene at 298 K with rough values γ = 28 mN/m and a molar volume of 107 cm³/mol, or v = 0.178 nm³ per molecule. Choose a cavity core radius of 4.0 nm, a dwell of 10 s at each pressure, and ν = 10¹² s⁻¹, a typical molecular frequency. The cavity volume is 268 nm³, so N = 1509, and

L = ln(1509 × 10¹² × 10/0.693) = 37.6.

With kT = 4.11 × 10⁻²¹ J,

R*² = 3 × 4.11 × 10⁻²¹ × 37.6/(4π × 0.028) m² = 1.32 nm²,

so R* = 1.15 nm. The liquid tension is

ΔP = 2 × 0.028/(1.15 × 10⁻⁹) Pa ≈ 49 MPa,

and the cavitation pressure is x = exp(−vΔP/kT) = 0.12. Without thermal activation, a neck of radius 0.70 nm would hold until x = 0.032. Cavitation intervenes well before that.

The least neck lengths are 0.84 nm for r = 0.5 nm, 1.6 nm for r = 0.7 nm and 3.4 nm for r = 0.9 nm. A 5 nm neck satisfies the condition in all three cases. At this pressure the cavity core radius must exceed 3R*/2 = 1.72 nm, which 4.0 nm does. A cavity near that size holds fewer molecules and has a smaller L, so the smallest core radius that empties at its own cavitation pressure is about 1.66 nm.

If one molecular length, v^(1/3) = 0.56 nm, is added to each radius for the film, the inversion reports a pore diameter of 3.4 nm. The true 0.70 nm neck has a diameter of 2.5 nm on the same convention. For free-molecular flow of point particles through a long tube of fixed length, conductance scales as the cube of the diameter. In that limit the false value would overstate the conductance by (3.4/2.5)³ ≈ 2.5. A 5 nm neck is at most twice as long as it is wide, and for so short a tube with diffuse wall scattering the factor is nearer 2.2.

**What a distribution of pores looks like**

A numerical desorption run shows how this acts on a population. Neck and cavity radii were placed on a regular grid and given independent Gaussian weights, cut at two width parameters on either side of the mean. The cavities had mean 4.0 nm and width parameter 0.4 nm, and every neck was 5.0 nm long. The pressure was lowered in steps of 0.02 in ln x, with 10 s at each step. The emptying rate was the sum of the cavitation and neck rates, both with the prefactor Nν. The liquid volume lost at each step was assigned to its Kelvin radius.

Two sets of narrow necks had means of 0.70 and 0.55 nm, each with a true standard deviation of 0.072 nm. Both gave a peak at 1.157 nm with a standard deviation of 0.019 nm. Thus the neck distribution moved by 0.15 nm while the peak stayed in place to the printed digit, and the peak was about four times narrower than the neck distribution. Its mean lies slightly above 1.149 nm, the single-dwell result. Exposure during earlier pressure steps acts like a longer dwell and shifts the peak in this direction.

With the cavitation rate set to zero and all else held fixed, the peaks moved to 0.89 and 0.76 nm. They then followed the necks, which identifies cavitation as the cause of the common peak. They still lay above the true radii, because thermal fluctuations carry the meniscus through before the Kelvin limit is reached.

Wide necks with mean 1.70 nm and standard deviation 0.090 nm gave a peak at 1.85 nm with standard deviation 0.088 nm, cavitation being allowed. Here the necks control emptying, and the inversion recovers their spread and overstates their mean by about 9%. A peak well above the cavitation radius can therefore carry neck information, though with some bias for necks of this length.

**How to tell the two cases apart**

Changing the temperature is the more useful of the two simple tests. The cavitation radius varies as √(TL/γ). Between 298 and 318 K, taking γ to fall to 25.6 mN/m and L to be nearly constant,

√[(318/298) × (28.0/25.6)] = 1.08.

The stepwise run gave a shift of 7.7% for the 0.70 nm necks, against 1.3% for the wide necks. The difference between 7.7% and 8% is smaller than one pressure step, which is about 1% in radius here. The inversion must use γ and v at each temperature, or the shift will be wrong. The test separates cavitation from wide necks, but it is much weaker against short, narrow necks that empty by thermal activation. Setting W_neck = LkT for r = h = 0.5 nm gives a Kelvin radius of 1.21 nm and a shift of 7.0%, too close to 8% for a secure distinction.

Changing the dwell time is less sensitive. A tenfold longer dwell raises the cavitation radius by about ln 10/(2 × 37.6), or 3%, and moves the cavitation pressure from about 0.12 to 0.13. This shift can be lost in the pressure resolution. A result that seems independent of scan rate is therefore weak evidence for neck control.

Changing the liquid helps if γ changes enough. At fixed temperature and nearly fixed L, r_app varies as 1/√γ. Two wetting liquids of similar surface tension should give similar false radii, so their agreement does not establish a neck size.

The adsorption branch gives information about the cavity. Suppose that filling occurs by collapse of the vapour core, without help from the neck mouth. The core must climb from Ω(R_c) to the barrier top, so filling within a dwell requires approximately

W − Ω(R_c) = LkT.

Without thermal activation, the core would collapse when 2γ/ΔP = R_c. Solving the activated condition numerically for the 4.0 nm cavity gives a Kelvin radius of 3.37 nm, about 16% too small. This branch is a better guide to cavity size than the false desorption peak, but it does not measure the necks either.

**How far to trust the numbers in a real film**

Toluene is used in ellipsometric porosimetry of porous organosilicate films. The example's cavity, about 9 nm across with the film included, is large for an interlayer dielectric and belongs to templated films with mesoscale pores. Many low-k films have pores only a few nanometres across or smaller. With the film included, the condition R_c > 3R*/2 means a cavity diameter above about 4.5 nm for these toluene parameters. A sharp peak from a film without such cavities should not be assigned to the cavitation mechanism of this example.

The assumption most likely to spoil the absolute radius is a surface tension independent of curvature. The critical bubble displaces only about 36 molecules. If its surface energy is written as 4πγ(R² − 2δR), a curvature length δ of +0.1 nm moves the Kelvin radius to 1.47 nm, and −0.1 nm moves it to 0.88 nm. These are trial values, not measured ones. At the lower value, cavitation in this model would come close to the neck-controlled peak found above for 0.70 nm necks. Both would need a tension near 63 MPa, which the liquid may not sustain, as discussed below. The neck barrier would change as well, and that change has not been calculated.

The other sized effects are smaller. Raising or lowering the attempt rate a thousandfold gives 1.25 or 1.04 nm. Keeping the bubble's centre at least R* from the edge of the core lowers the radius by 1.4%, and a rough liquid compressibility of 0.9 GPa⁻¹, held constant, lowers it by 2.1%. That last figure is uncertain, because the liquid may be close to its limit of stability: the Peng–Robinson equation, a rough guide under tension, puts that limit near −57 MPa for toluene at 298 K. With that equation the compressibility lowers the radius by 3.7% instead of 2.1%. The radius of 0.88 nm for δ = −0.1 nm, the peaks at 0.89 and 0.76 nm with cavitation switched off, and the unactivated 0.70 nm neck need tensions of about 64, 63, 73 and 80 MPa. These lie beyond that limit, so they are results of the incompressible model and not states that real toluene is sure to reach. Close to the limit the compressibility rises steeply and the true barrier can fall below the one used here, which would allow cavitation at a higher vapour pressure and a larger apparent radius. For a skeleton modulus of roughly 5 GPa, the tension corresponds to a strain scale of 1%.

Two features of real films lie outside the model. Poorly wetted patches can lower the nucleation barrier, which would allow cavitation at a higher pressure and increase the apparent radius. In a connected network, one emptied cavity can expose its neighbours to vapour, so the pores no longer empty independently.

**What to do with a suspect peak**

For the chosen liquid, temperature and dwell, calculate √[3kTL/(4πγ)] and attach the uncertainty due to curvature. If a sharp desorption peak falls in that range, and the adsorption branch indicates cavities large enough to cavitate, do not enter its radius as a neck size. Repeat the run at another temperature, with the correct liquid properties in each inversion.

If the peak moves nearly as √(T/γ), report the adsorption result as an estimate of cavity size and leave the neck distribution undetermined. Within this model, the necks behind the peak are narrower than about the apparent radius. They may have been long enough to force cavitation, or short enough to empty by thermal activation; the shift alone does not decide. A transport calculation should then treat the neck radius as unknown below that value, or take it from a measurement that responds to flow through the necks.
